# Why apparent damping in inhomogeneous perpendicular films falls at high field: a program that tests the result

```python
"""Apparent damping of an inhomogeneous perpendicular film.

Result under test: the summed precession signal of independent regions, whose
anisotropy field Hk is Gaussian (mean HK0, standard deviation SIGMA), has
  alpha_app = [alpha + sqrt(alpha^2 + 2 (c SIGMA / Hbar)^2)] / 2,
which tends to the Gilbert damping alpha at high applied field H.
Symbols: H1, H2 stiffness fields (T); Hbar their mean; omega = gamma sqrt(H1 H2);
c = (1/gamma) d omega / d Hk; relaxation rate Gamma = alpha gamma Hbar;
alpha_app = 1 / (t_e gamma Hbar), t_e = 1/e time of the signal envelope.
Fields are in tesla, times in ps, angles from the film normal in radians.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit

G_FACTOR, ALPHA, HK0, SIGMA = 2.1, 0.010, 0.4, 0.020
ANGLE = np.radians(45.0)
MU_B = const.physical_constants["Bohr magneton"][0]
GAMMA = G_FACTOR * MU_B / const.hbar * 1e-12      # rad / (ps T)

NODES = np.linspace(-4, 4, 81)                    # in standard deviations
WEIGHTS = np.exp(-NODES**2 / 2)
WEIGHTS /= WEIGHTS.sum()


def stiffness(field, hk, angle):
    """Equilibrium angle by bisection, then H1 and H2."""
    field, hk = np.broadcast_arrays(np.asarray(field, float),
                                    np.asarray(hk, float))
    low, high = np.zeros(hk.shape), np.full(hk.shape, angle)
    for _ in range(56):
        mid = (low + high) / 2
        positive = (hk * np.sin(mid) * np.cos(mid)
                    - field * np.sin(angle - mid)) > 0
        high = np.where(positive, mid, high)
        low = np.where(positive, low, mid)
    theta = (low + high) / 2
    along = field * np.cos(angle - theta)
    return (theta, along + hk * np.cos(theta)**2,
            along + hk * np.cos(2 * theta))


def frequency_field(field, hk, angle):
    _, h1, h2 = stiffness(field, hk, angle)
    return np.sqrt(h1 * h2)


def mean_stiffness(field, angle):
    _, h1, h2 = stiffness(field, HK0, angle)
    return float((h1 + h2) / 2)


def sensitivity(field, angle):
    theta, h1, h2 = stiffness(field, HK0, angle)
    shift = HK0 * np.sin(2 * theta)**2 / (4 * h2)
    d1 = np.cos(theta)**2 + shift
    d2 = np.cos(2 * theta) + 3 * shift
    return float((h2 * d1 + h1 * d2) / (2 * np.sqrt(h1 * h2)))


def gaussian_damping(width, hbar_field):
    """Derived formula; width is the frequency spread in tesla."""
    return (ALPHA + np.sqrt(ALPHA**2 + 2 * (width / hbar_field)**2)) / 2


def envelope_time(omega, rate):
    """1/e time of the weighted sum of damped phasors."""
    centre = omega[len(omega) // 2]

    def log_envelope(t):
        phasors = np.exp((1j * (omega - centre) - rate) * t)
        return np.log(abs(np.sum(WEIGHTS * phasors))) + 1
    return brentq(log_envelope, 0, 1.3 / rate[len(rate) // 2])


def ensemble_damping(field, angle):
    """Apparent damping by direct sum, with the full omega(Hk)."""
    _, h1, h2 = stiffness(field, HK0 + SIGMA * NODES, angle)
    t_e = envelope_time(GAMMA * np.sqrt(h1 * h2),
                        ALPHA * GAMMA * (h1 + h2) / 2)
    return 1 / (t_e * GAMMA * mean_stiffness(field, angle))


def llg(m, field, hk, angle, damping):
    """Full Landau-Lifshitz-Gilbert velocity of unit vectors m."""
    x, y, z = m
    bx, bz = field * np.sin(angle), field * np.cos(angle) + hk * z
    cx, cy, cz = y * bz, z * bx - x * bz, -y * bx
    factor = -GAMMA / (1 + damping**2)
    return np.array([factor * (cx + damping * (y * cz - z * cy)),
                     factor * (cy + damping * (z * cx - x * cz)),
                     factor * (cz + damping * (x * cy - y * cx))])


# Mode frequency and relaxation rate against the numerical Jacobian.
for test_field in (0.5, 1.0, 4.0):
    theta, h1, h2 = (float(q) for q in stiffness(test_field, HK0, ANGLE))
    m_eq = np.array([np.sin(theta), 0, np.cos(theta)])
    basis = np.array([[np.cos(theta), 0, -np.sin(theta)], [0, 1, 0]])
    step = 1e-5
    columns = [(llg(m_eq + step * b, test_field, HK0, ANGLE, ALPHA)
                - llg(m_eq - step * b, test_field, HK0, ANGLE, ALPHA))
               / (2 * step) for b in basis]
    eigenvalue = np.linalg.eigvals(basis @ np.array(columns).T)[0]
    assert abs(abs(eigenvalue.imag) / (GAMMA * np.sqrt(h1 * h2)) - 1) < 1e-3
    assert abs(-eigenvalue.real / (ALPHA * GAMMA * (h1 + h2) / 2) - 1) < 1e-3

# Sensitivity c against finite differences, and its high-field limit.
for degrees in (20, 45, 80):
    a = np.radians(degrees)
    for test_field in (0.3, 1.0, 4.0):
        d = 1e-5
        numeric = (frequency_field(test_field, HK0 + d, a)
                   - frequency_field(test_field, HK0 - d, a)) / (2 * d)
        assert abs(numeric - sensitivity(test_field, a)) < 1e-5
    d = 1e-3
    numeric = (frequency_field(400, HK0 + d, a)
               - frequency_field(400, HK0 - d, a)) / (2 * d)
    assert abs(numeric - (3 * np.cos(a)**2 - 1) / 2) < 3e-3

# Nonlinear ensemble dynamics: four damped cases, one undamped, one echo.
FIELDS = [0.5, 1.0, 2.0, 4.0]
case_field = np.array(FIELDS + [1.0, 1.0])[:, None]
case_damping = np.array([ALPHA] * 4 + [0.0, ALPHA])[:, None]
hk = np.broadcast_to(HK0 + SIGMA * NODES, (6, NODES.size))
theta, h1, h2 = stiffness(case_field, hk, ANGLE)
sin_t, cos_t = np.sin(theta), np.cos(theta)
TILT = 0.005                                       # initial deviation, rad
m = np.array([np.sin(theta + TILT), 0 * theta, np.cos(theta + TILT)])


def energy(mx, mz):
    return (-case_field * (mx * np.sin(ANGLE) + mz * np.cos(ANGLE))
            - hk * mz**2 / 2)


energy_eq = energy(sin_t, cos_t)
DT, STEPS, FLIP = 0.2, 4000, 2000
times, amplitude, energies, signals = [], [], [], []
args = (case_field, hk, ANGLE, case_damping)
for n in range(STEPS + 1):
    if n == FLIP:
        m[1, 5] *= -1                              # ideal phase reversal
    if n % 2 == 0:
        u = m[0] * cos_t - m[2] * sin_t
        phasor = u + 1j * np.sqrt(h1 / h2) * m[1]
        times.append(n * DT)
        amplitude.append(abs(phasor @ WEIGHTS))
        energies.append((energy(m[0], m[2]) - energy_eq) @ WEIGHTS)
        signals.append((m[2] - cos_t) @ WEIGHTS)
    k1 = llg(m, *args)
    k2 = llg(m + DT / 2 * k1, *args)
    k3 = llg(m + DT / 2 * k2, *args)
    k4 = llg(m + DT * k3, *args)
    m = m + DT / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    # The exact equation conserves |m|; a length error would enter the
    # small excess energy at first order, so the length is restored.
    m /= np.sqrt(m[0]**2 + m[1]**2 + m[2]**2)
times, amplitude = np.array(times), np.array(amplitude)
energies, signals = np.array(energies), np.array(signals)
amplitude = amplitude / amplitude[0]


def crossing_time(trace):
    i = int(np.argmax(trace < np.exp(-1)))
    assert i > 0
    y0, y1 = np.log(trace[i - 1]) + 1, np.log(trace[i]) + 1
    return times[i - 1] + (times[i] - times[i - 1]) * y0 / (y0 - y1)


def damped_cosine(t, size, rate, omega, phase):
    return size * np.exp(-rate * t) * np.cos(omega * t + phase)


rows = []
for i, field in enumerate(FIELDS):
    hbar_field, c = mean_stiffness(field, ANGLE), sensitivity(field, ANGLE)
    relax = ALPHA * GAMMA * hbar_field
    omega = GAMMA * float(frequency_field(field, HK0, ANGLE))
    formula = gaussian_damping(c * SIGMA, hbar_field)
    t_e = crossing_time(amplitude[:, i])
    simulated = 1 / (t_e * GAMMA * hbar_field)
    energy_rate = -np.polyfit(times, np.log(energies[:, i]), 1)[0]
    fit, _ = curve_fit(damped_cosine, times, signals[:, i] / signals[0, i],
                       p0=[1, relax, omega, 0])
    fitted = fit[1] / (GAMMA * hbar_field)
    assert abs(simulated / formula - 1) < 0.03     # order-alpha ripple
    assert abs(energy_rate / (2 * relax) - 1) < 0.01, (field, energy_rate)
    rows.append(dict(H=field, theta=np.degrees(float(
        stiffness(field, HK0, ANGLE)[0])), f=omega / (2 * np.pi) * 1e3,
        hbar=hbar_field, c=c, relax=relax * 1e3,
        dephase=GAMMA * c * SIGMA * 1e3, t_e=t_e, formula=formula,
        sim=simulated, fit=fitted, erate=energy_rate * 1e3,
        lor=ALPHA + abs(c) * SIGMA / hbar_field,
        ellip=GAMMA * hbar_field / omega))
fits = [r["fit"] for r in rows]
assert all(np.diff(fits) < 0) and abs(fits[-1] / ALPHA - 1) < 0.05

# Without damping the signal decays while the energy stays constant.
energy_drift = np.max(abs(energies[:, 4] / energies[0, 4] - 1))
undamped_time = crossing_time(amplitude[:, 4])
undamped_formula = np.sqrt(2) / (GAMMA * rows[1]["c"] * SIGMA)
assert energy_drift < 1e-4
assert abs(undamped_time / undamped_formula - 1) < 0.03

# Phase reversal restores everything except the relaxation loss.
echo, no_echo = amplitude[-1, 5], amplitude[-1, 1]
echo_formula = np.exp(-rows[1]["relax"] * 1e-3 * times[-1])
assert abs(echo / echo_formula - 1) < 0.03 and echo > 1.5 * no_echo

# Monotonic fall at 45 degrees and the inverse-square excess at high field.
scan = [ensemble_damping(h, ANGLE) for h in np.linspace(0.2, 10, 60)]
assert all(np.diff(scan) < 0)
excess = [ensemble_damping(h, ANGLE) - ALPHA for h in (100.0, 200.0)]
exponent = np.log2(excess[0] / excess[1])
assert abs(exponent - 2) < 0.05
crossover = brentq(lambda h: np.sqrt(2) * sensitivity(h, ANGLE) * SIGMA
                   - ALPHA * mean_stiffness(h, ANGLE), 0.1, 10)

# A Lorentzian spread gives an exponential dephasing factor.
for q in (0.2, 0.5, 1.0):
    transform = quad(lambda x: 2 / np.pi / (1 + x * x), 0, np.inf,
                     weight="cos", wvar=q)[0]
    assert abs(transform - np.exp(-q)) < 1e-5

# Above the magic angle the sensitivity changes sign: dip, then maximum.
STEEP = np.radians(80.0)
dip_field = brentq(lambda h: sensitivity(h, STEEP), 0.05, 4)
dip_damping = ensemble_damping(dip_field, STEEP)
steep_fields = np.linspace(dip_field, 4, 150)
steep_scan = np.array([ensemble_damping(h, STEEP) for h in steep_fields])
peak = int(np.argmax(steep_scan))
assert 0 < peak < 149 and steep_scan[peak] > 1.2 * dip_damping
assert steep_scan[-1] < steep_scan[peak]

# A spread in g leaves a floor that high field does not remove.
G_SPREAD = 0.005
g_floor = gaussian_damping(G_SPREAD, 1.0)
for field in (4.0, 40.0, 400.0):
    hbar_field = mean_stiffness(field, ANGLE)
    scale = 1 + G_SPREAD * NODES
    omega = GAMMA * float(frequency_field(field, HK0, ANGLE)) * scale
    t_e = envelope_time(omega, ALPHA * GAMMA * hbar_field * scale)
    assert abs(1 / (t_e * GAMMA * hbar_field) / g_floor - 1) < 0.01

# Sizes of neglected effects.
MS, EXCHANGE, THICKNESS = 1.2e6, 15e-12, 1.2e-9    # A/m, J/m, m
NORMAL_TILT, HK_DROP = np.radians(0.5), 0.02
neglected = []
for r in (rows[1], rows[3]):
    d = 1e-4
    slope = (frequency_field(r["H"], HK0, ANGLE + d)
             - frequency_field(r["H"], HK0, ANGLE - d)) / (2 * d)
    tilt_width = abs(float(slope)) * NORMAL_TILT
    width = r["c"] * SIGMA
    with_tilt = gaussian_damping(np.hypot(width, tilt_width), r["hbar"])
    k_limit = brentq(lambda k: 2 * EXCHANGE * k**2 / MS
                     + const.mu_0 * MS * THICKNESS * k / 2 - width, 0, 1e9)
    drift = GAMMA * r["c"] * HK_DROP * HK0 * r["t_e"]
    neglected.append((r["H"], width * 1e3, tilt_width * 1e3, with_tilt,
                      2 * np.pi / k_limit * 1e9, drift))

print(f"g factor {G_FACTOR}, gamma/2pi = {GAMMA/(2*np.pi)*1e3:.2f} GHz/T")
print(f"Gilbert damping alpha = {ALPHA:.4f}")
print(f"mean Hk = {HK0} T, spread sigma = {SIGMA*1e3:.0f} mT")
print(f"field angle = {np.degrees(ANGLE):.0f} deg from normal")
print("H(T) theta(deg) f(GHz) Hbar(T) c Hbar/sqrt(H1H2)")
for r in rows:
    print(f"{r['H']:.1f} {r['theta']:.2f} {r['f']:.2f} {r['hbar']:.4f} "
          f"{r['c']:.4f} {r['ellip']:.4f}")
print(f"high-field limit of c = {(3*np.cos(ANGLE)**2-1)/2:.4f}")
print("H(T) Gamma(1/ns) gamma*c*sigma(1/ns) energy rate(1/ns) t_e(ps)")
for r in rows:
    print(f"{r['H']:.1f} {r['relax']:.3f} {r['dephase']:.3f} "
          f"{r['erate']:.3f} {r['t_e']:.1f}")
print("H(T) alpha_app: formula, LLG 1/e, LLG cosine fit, Lorentzian")
for r in rows:
    print(f"{r['H']:.1f} {r['formula']:.5f} {r['sim']:.5f} "
          f"{r['fit']:.5f} {r['lor']:.5f}")
print(f"(Lorentzian half width taken as {SIGMA*1e3:.0f} mT)")
print(f"crossover sqrt2*c*sigma = alpha*Hbar at H = {crossover:.2f} T")
print(f"excess exponent, 100 to 200 T (limit test) = {exponent:.3f}")
print(f"alpha=0, 1 T: 1/e time LLG = {undamped_time:.1f} ps")
print(f"alpha=0, 1 T: 1/e time formula = {undamped_formula:.1f} ps")
print(f"alpha=0, 1 T: largest relative energy drift = {energy_drift:.1e}")
print(f"phase reversal at {FLIP*DT:.0f} ps, echo at {times[-1]:.0f} ps, 1 T")
print(f"amplitude with reversal = {echo:.4f}, without = {no_echo:.4f}")
print(f"relaxation factor alone = {echo_formula:.4f}")
print(f"80 deg: c = 0 at H = {dip_field:.3f} T")
print(f"80 deg: alpha_app there = {dip_damping:.5f}")
print(f"80 deg: later maximum = {steep_scan[peak]:.5f} "
      f"at {steep_fields[peak]:.3f} T")
print(f"80 deg: alpha_app at 4 T = {steep_scan[-1]:.5f}")
print(f"g spread {G_SPREAD*100:.1f} %: damping floor = {g_floor:.5f}")
print(f"Ms = {MS/1e6:.1f} MA/m, A = {EXCHANGE*1e12:.0f} pJ/m, "
      f"thickness = {THICKNESS*1e9:.1f} nm")
print(f"normal tilt spread = {np.degrees(NORMAL_TILT):.1f} deg, "
      f"pump drop of Hk = {HK_DROP*100:.0f} %")
print("H(T) c*sigma(mT) tilt width(mT) alpha_app with tilt")
for row in neglected:
    print(f"{row[0]:.1f} {row[1]:.2f} {row[2]:.2f} {row[3]:.5f}")
print("H(T) coupling wavelength(nm) pump phase drift in t_e(rad)")
for row in neglected:
    print(f"{row[0]:.1f} {row[4]:.0f} {row[5]:.3f}")
print("OK")
```

Running it gives:

```
g factor 2.1, gamma/2pi = 29.39 GHz/T
Gilbert damping alpha = 0.0100
mean Hk = 0.4 T, spread sigma = 20 mT
field angle = 45 deg from normal
H(T) theta(deg) f(GHz) Hbar(T) c Hbar/sqrt(H1H2)
0.5 26.41 22.17 0.7552 0.8813 1.0014
1.0 34.27 34.99 1.1923 0.6744 1.0014
2.0 39.37 63.12 2.1489 0.4840 1.0007
4.0 42.15 121.21 4.1249 0.3693 1.0002
high-field limit of c = 0.2500
H(T) Gamma(1/ns) gamma*c*sigma(1/ns) energy rate(1/ns) t_e(ps)
0.5 1.395 3.255 2.789 322.6
1.0 2.202 2.491 4.403 314.8
2.0 3.969 1.788 7.936 230.6
4.0 7.618 1.364 15.234 129.2
H(T) alpha_app: formula, LLG 1/e, LLG cosine fit, Lorentzian
0.5 0.02224 0.02222 0.02700 0.03334
1.0 0.01443 0.01443 0.01657 0.02131
2.0 0.01093 0.01093 0.01162 0.01450
4.0 0.01016 0.01016 0.01031 0.01179
(Lorentzian half width taken as 20 mT)
crossover sqrt2*c*sigma = alpha*Hbar at H = 1.43 T
excess exponent, 100 to 200 T (limit test) = 2.026
alpha=0, 1 T: 1/e time LLG = 568.4 ps
alpha=0, 1 T: 1/e time formula = 567.7 ps
alpha=0, 1 T: largest relative energy drift = 4.0e-07
phase reversal at 400 ps, echo at 800 ps, 1 T
amplitude with reversal = 0.1718, without = 0.0238
relaxation factor alone = 0.1718
80 deg: c = 0 at H = 0.615 T
80 deg: alpha_app there = 0.01029
80 deg: later maximum = 0.01350 at 0.910 T
80 deg: alpha_app at 4 T = 0.01028
g spread 0.5 %: damping floor = 0.01112
Ms = 1.2 MA/m, A = 15 pJ/m, thickness = 1.2 nm
normal tilt spread = 0.5 deg, pump drop of Hk = 2 %
H(T) c*sigma(mT) tilt width(mT) alpha_app with tilt
1.0 13.49 4.53 0.01481
4.0 7.39 5.21 0.01023
H(T) coupling wavelength(nm) pump phase drift in t_e(rad)
1.0 554 0.314
4.0 916 0.071
OK
```
